# Why quantum-well excitons survive perpendicular fields but not in-plane ones: a program that tests the result

```python
# RESULT UNDER TEST
# An exciton in a quantum well is ionized by an in-plane field F, but hard walls
# keep it bound in a perpendicular field of any strength. For weak F:
#   shift of the free pair   = -C (me+mh) F^2 L^4,  C = (15-pi^2)/(24 pi^4)
#   |<electron|hole>|^2      = 1 - K (me+mh)^2 F^2 L^6
#   K = (1/60 + 1/(24 pi^2) - 7/(4 pi^4)) / (2 pi^2)
# In-plane width of the 2D exciton: 32 sqrt(2/(pi F)) exp(-16/(3F)).
# Escape through a finite barrier: |psi_a|^2 (kappa_a/m) exp(-(4/3)sqrt(2m)W^1.5/F).
# UNITS: exciton units, reduced mass mu = 1, length eps/mu, energy mu/eps^2.
# me, mh: masses; L: well width; F: force on a unit charge; W: barrier height
# above the level at the exit face; psi_a, kappa_a: wave function and decay there.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.special import erfcx, ai_zeros

pi = np.pi
me_bare, mh_bare, eps = 0.1, 0.4, 12.0
mu = me_bare * mh_bare / (me_bare + mh_bare)
me, mh = me_bare / mu, mh_bare / mu
M = me + mh
hartree_eV = const.physical_constants['Hartree energy in eV'][0]
bohr = const.physical_constants['Bohr radius'][0]
unit_meV = 1e3 * hartree_eV * mu / eps**2
unit_nm = 1e9 * bohr * eps / mu
unit_kVcm = (unit_meV * 1e-3) / (unit_nm * 1e-9) / 1e5
unit_fs = 1e15 * const.hbar / (unit_meV * 1e-3 * const.e)
C = (15 - pi**2) / (24 * pi**4)
K = (1/60 + 1/(24*pi**2) - 7/(4*pi**4)) / (2*pi**2)

# ---------- in-plane field: resonance of the two-dimensional exciton ----------
mp.mp.dps = 70


def even_series(Z, E, quartic, s):
    """Even solution of f'' = -2(Z + E u^2 + quartic u^4/2) f at u^2 = s."""
    a, b, c = -2*Z*s, -2*E*s*s, -quartic*s**3
    t0, t1, t2 = mp.mpc(1), mp.mpc(0), mp.mpc(0)
    total, k = t0, 0
    tiny = mp.mpf(10)**(-70)
    while True:
        new = (a*t0 + b*t1 + c*t2) / ((2*k + 2)*(2*k + 1))
        t0, t1, t2 = new, t0, t1
        total += new
        k += 1
        if k % 20 == 0 and abs(t0) + abs(t1) + abs(t2) < tiny:
            return total


def inplane_resonance(F, E, Z, angle=None):
    """Complex energy: one parabolic coordinate closed, the other outgoing."""
    F = mp.mpf(F)
    angle = mp.pi/3 if angle is None else angle
    R2 = max(mp.sqrt(6/F), (60/mp.sqrt(F))**(mp.mpf(1)/3))**2
    ray = R2 * mp.expj(angle)

    def ends(E, Z):
        return (even_series(Z, E, F, ray), even_series(2 - Z, E, -F, R2))
    d = mp.mpf(10)**(-30)
    for _ in range(30):
        f, g = ends(E, Z)
        fE, gE = ends(E + d, Z)
        fZ, gZ = ends(E, Z + d)
        fE, gE, fZ, gZ = (fE-f)/d, (gE-g)/d, (fZ-f)/d, (gZ-g)/d
        det = fE*gZ - fZ*gE
        dE, dZ = (-f*gZ + g*fZ)/det, (-g*fE + f*gE)/det
        E, Z = E + dE, Z + dZ
        if abs(dE) + abs(dZ) < mp.mpf(10)**(-40):
            return E, Z
    raise AssertionError('in-plane resonance did not converge')


def width_weak(F):
    return 32*np.sqrt(2/(pi*F))*np.exp(-16/(3*F))


inplane = {}
E, Z = mp.mpc(-2), mp.mpc(1)
for F in (0.1, 0.15, 0.2, 0.35, 0.5, 0.75, 1.0):
    E, Z = inplane_resonance(F, E, Z)
    inplane[F] = (float(E.real), float(-2*E.imag))
    assert inplane[F][1] > 0
E_other, _ = inplane_resonance(1.0, E, Z, angle=mp.pi/4)
assert abs(E_other - E) < 1e-8          # independent of the chosen contour
small = np.array([0.1, 0.15, 0.2])
width_ratio = np.array([inplane[F][1]/width_weak(F) for F in small])
ratio_zero = np.polyfit(small, width_ratio, 2)[-1]
assert abs(ratio_zero - 1) < 0.02       # remainder of quadratic extrapolation
stark2d = (-2 - inplane[0.1][0]) / 0.1**2
assert abs(stark2d/(21/256) - 1) < 0.02


# ---------- one particle between hard walls ----------
def sines(z, L, n):
    k = np.arange(1, n + 1)
    return np.sqrt(2/L)*np.sin(pi*np.outer(z + L/2, k)/L)


def well_hamiltonian(m, L, slope, n):
    x, w = np.polynomial.legendre.leggauss(140)
    P = sines(x*L/2, L, n)
    zmat = P.T @ ((w*L/2*x*L/2)[:, None]*P)
    return np.diag((pi*np.arange(1, n+1)/L)**2/(2*m)) + slope*zmat, zmat


def free_pair(L, F, n=40):
    He, zmat = well_hamiltonian(me, L, F, n)
    Hh, _ = well_hamiltonian(mh, L, -F, n)
    ee, ve = eigh(He)
    eh, vh = eigh(Hh)
    a, b = ve[:, 0], vh[:, 0]
    return ee[0] + eh[0], (a @ b)**2, abs(a @ zmat @ a - b @ zmat @ b)


for m, L, F in ((1.0, 1.0, 0.5), (5.0, 0.7, 0.4), (1.25, 1.6, 0.1)):
    shift = (eigh(well_hamiltonian(m, L, F, 40)[0], eigvals_only=True)[0]
             - pi**2/(2*m*L**2))
    assert abs(shift/(-C*m*F**2*L**4) - 1) < 0.005
L_test, F_test = 1.3, 0.05
loss = 1 - free_pair(L_test, F_test)[1]
assert abs(loss/(K*M**2*F_test**2*L_test**6) - 1) < 0.01
F_big = 100.0
E_big = eigh(well_hamiltonian(mh, 1.0, F_big, 40)[0], eigvals_only=True)[0]
airy_root = -ai_zeros(1)[0][0]
E_linear = -F_big/2 + airy_root*(F_big**2/(2*mh))**(1/3)
assert abs(E_big - E_linear) < 1e-3


# ---------- exciton between hard walls: electron, hole, radial motion ----------
class WellExciton:
    def __init__(self, L, ne=6, nh=9):
        self.L, self.ne, self.nh = L, ne, nh
        alpha = np.geomspace(0.04, 200, 11)
        p = alpha[:, None] + alpha[None, :]
        X = np.linalg.inv(np.linalg.cholesky(pi/p)).T
        self.T = X.T @ (2*pi*np.outer(alpha, alpha)/p**2) @ X
        self.contact = X.sum(axis=0)
        x, w = np.polynomial.legendre.leggauss(60)
        pair, radial = [], []
        for s, ws in zip((x + 1)*L/2, w*L/2):
            U = X.T @ (-pi*np.sqrt(pi/p)*erfcx(s*np.sqrt(p))) @ X
            for sign in (1, -1):
                centre = x*(L - s)/2
                A = sines(centre + sign*s/2, L, ne)
                B = sines(centre - sign*s/2, L, nh)
                P = (A[:, :, None]*B[:, None, :]).reshape(len(x), -1)
                pair.append(ws*(P.T @ ((w*(L - s)/2)[:, None]*P)))
                radial.append(U)
        pair, radial = np.array(pair), np.array(radial)
        assert np.allclose(pair.sum(axis=0), np.eye(ne*nh), atol=1e-8)
        V = np.tensordot(pair, radial, axes=(0, 0)).transpose(0, 2, 1, 3)
        size = ne*nh*len(alpha)
        self.fixed = V.reshape(size, size) + np.kron(np.eye(ne*nh), self.T)
        U_L = X.T @ (-pi*np.sqrt(pi/p)*erfcx(L*np.sqrt(p))) @ X
        self.planar_binding = -eigh(self.T + U_L, eigvals_only=True)[0]

    def solve(self, F):
        He, _ = well_hamiltonian(me, self.L, F, self.ne)
        Hh, _ = well_hamiltonian(mh, self.L, -F, self.nh)
        H1 = np.kron(He, np.eye(self.nh)) + np.kron(np.eye(self.ne), Hh)
        H = self.fixed + np.kron(H1, np.eye(len(self.T)))
        e, v = eigh(H, subset_by_index=[0, 0])
        free = eigh(He, eigvals_only=True)[0] + eigh(Hh, eigvals_only=True)[0]
        c = v[:, 0].reshape(self.ne, self.nh, -1)
        n = min(self.ne, self.nh)
        amp = np.einsum('aai->i', c[:n, :n]) @ self.contact
        return e[0], free - e[0], amp**2


L0 = 1.0
well = WellExciton(L0)
h = 0.01
rho = (np.arange(4000) + 0.5)*h
edge = rho[:-1] + h/2
floor = -eigh_tridiagonal(1/h**2 - 1/np.sqrt(rho**2 + L0**2),
                          -edge/(2*h**2*np.sqrt(rho[:-1]*rho[1:])),
                          eigvals_only=True, select='i', select_range=(0, 0))[0]
assert floor > 0 and abs(floor - well.planar_binding) < 2e-3
fields = (0.0, 1.0, 5.0, 20.0)
exciton = {F: well.solve(F) for F in fields}
bindings = [exciton[F][1] for F in fields]
assert all(b > floor for b in bindings)
assert all(a > b for a, b in zip(bindings, bindings[1:]))
basis_change = abs(WellExciton(L0, 5, 7).solve(5.0)[1] - exciton[5.0][1])
assert basis_change < 0.01

shift_ratio = {}
for L in (1.0, 0.5, 0.25):
    system = well if L == L0 else WellExciton(L)
    F = 0.1/L**3
    change = system.solve(F)[0] - system.solve(0.0)[0]
    shift_ratio[L] = change/(-C*M*F**2*L**4)
assert shift_ratio[1.0] < shift_ratio[0.5] < shift_ratio[0.25] < 1
assert shift_ratio[0.25] > 0.95

# ---------- finite barrier: escape of the electron alone ----------
V0 = 15.0
mp.mp.dps = 80


def barrier_resonance(F, guess):
    """Exact Airy matching, decaying on the left and outgoing on the right."""
    c = mp.cbrt(2*mp.mpf(me)*F)
    half = mp.mpf(L0)/2

    def airy(E, V, z):
        x = c*((V - E)/F - z)
        return (mp.airyai(x), mp.airyai(x, derivative=1),
                mp.airybi(x), mp.airybi(x, derivative=1))

    def mismatch(E):
        p, q, _, _ = airy(E, V0, -half)
        A, dA, B, dB = airy(E, 0, -half)
        a, b = mp.pi*(p*dB - q*B), mp.pi*(q*A - p*dA)
        A, dA, B, dB = airy(E, 0, half)
        p, q = a*A + b*B, a*dA + b*dB
        A, dA, B, dB = airy(E, V0, half)
        return p*(dB + 1j*dA) - q*(B + 1j*A)
    root = mp.findroot(mismatch, (mp.mpf(guess), mp.mpf(guess) + mp.mpf('1e-3')),
                       solver='secant', tol=mp.mpf(10)**(-60), maxsteps=60,
                       verify=False)
    return float(root.real), float(-2*root.imag)


def barrier_semiclassical(F):
    step, margin = 0.001, 1.2
    n = int(round((L0 + 2*margin)/step))
    z = -(L0/2 + margin) + (np.arange(n) + 0.5)*step
    V = np.where(abs(z) > L0/2, V0, 0.0) - F*z
    e, v = eigh_tridiagonal(1/(me*step**2) + V,
                            np.full(n - 1, -1/(2*me*step**2)),
                            select='i', select_range=(0, 0))
    psi = v[:, 0]/np.sqrt(step)
    i = np.searchsorted(z, L0/2)
    psi_a = (psi[i-1] + psi[i])/2
    W = V0 - F*L0/2 - e[0]
    exponent = 4/3*np.sqrt(2*me)*W**1.5/F
    return e[0], W, exponent, psi_a**2*np.sqrt(2*me*W)/me*np.exp(-exponent)


barrier = {}
for F in (1.0, 3.0, 5.0):
    level, W, exponent, rate = barrier_semiclassical(F)
    exact_level, exact_rate = barrier_resonance(F, level)
    assert abs(exact_level - level) < 1e-3
    assert exact_rate > 0 and abs(rate/exact_rate - 1) < 0.1
    barrier[F] = (W, exponent, exact_rate, rate)
assert barrier[1.0][2] < 1e-10*inplane[1.0][1]

# ---------- output ----------
print(f'me, mh (electron masses), eps: {me_bare}, {mh_bare}, {eps}')
print(f'mu (electron masses) = {mu:.4f}; me/mu, mh/mu, M/mu = '
      f'{me:.3f}, {mh:.3f}, {M:.3f}')
print(f'exciton units: {unit_meV:.3f} meV, {unit_nm:.3f} nm, '
      f'{unit_kVcm:.3f} kV/cm, {unit_fs:.2f} fs')
print('All quantities below are in exciton units unless stated')
print(f'C = {C:.7f}, K = {K:.4e}, well width L = {L0}')
print('IN-PLANE FIELD, two-dimensional exciton')
for F in (0.1, 0.2, 0.5, 1.0):
    e, g = inplane[F]
    print(f'F={F}: Re E={e:.6f}, width={g:.4e}, weak-field width='
          f'{width_weak(F):.4e}')
print(f'width ratio exact/weak-field extrapolated to F=0: {ratio_zero:.4f}')
print(f'quadratic Stark coefficient at F=0.1: {stark2d:.5f}; '
      f'21/256 = {21/256:.5f}')
print(f'lifetime at F=1: {unit_fs/inplane[1.0][1]:.1f} fs')
print('PERPENDICULAR FIELD, hard walls')
pair0 = free_pair(L0, 0.0)[0]
for F in fields:
    e, b, f = exciton[F]
    pair, overlap, distance = free_pair(L0, F)
    print(f'F={F:g} ({F*unit_kVcm:.1f} kV/cm): exciton shift='
          f'{e-exciton[0.0][0]:.5f}, binding={b:.4f}')
    print(f'   free-pair shift={pair-pair0:.5f}, -C M F^2 L^4='
          f'{-C*M*F**2*L0**4:.5f}')
    print(f'   free-pair overlap^2={overlap:.4f}, separation={distance:.4f}, '
          f'relative absorption={f/exciton[0.0][2]:.4f}')
print(f'lower bound on binding for every F: {floor:.4f}')
print(f'binding change, smaller basis, F=5: {basis_change:.5f}')
print(f'at F=5: exciton shift {(exciton[5.0][0]-exciton[0.0][0])*unit_meV:.2f}'
      f' meV, binding {exciton[5.0][1]*unit_meV:.2f} meV')
for L, r in shift_ratio.items():
    print(f'L={L}: weak-field exciton shift / (-C M F^2 L^4) = {r:.4f}')
print(f'strong field, hole, F={F_big:g}: energy {E_big:.4f}, '
      f'linear-plus-Airy law {E_linear:.4f}')
print(f'FINITE BARRIER of height {V0}, electron alone')
for F, (W, exponent, g, rate) in barrier.items():
    print(f'F={F}: W={W:.3f}, exponent={exponent:.2f}, exact width={g:.3e}, '
          f'semiclassical={rate:.3e}')
print(f'electron escape time at F=5: {unit_fs*1e-6/barrier[5.0][2]:.3f} ns')
print('finished without a failed check')
```

Printed output:

```
me, mh (electron masses), eps: 0.1, 0.4, 12.0
mu (electron masses) = 0.0800; me/mu, mh/mu, M/mu = 1.250, 5.000, 6.250
exciton units: 15.117 meV, 7.938 nm, 19.045 kV/cm, 43.54 fs
All quantities below are in exciton units unless stated
C = 0.0021945, K = 1.4808e-04, well width L = 1.0
IN-PLANE FIELD, two-dimensional exciton
F=0.1: Re E=-2.000823, width=5.2385e-22, weak-field width=5.5554e-22
F=0.2: Re E=-2.003318, width=1.3276e-10, weak-field width=1.4976e-10
F=0.5: Re E=-2.022470, width=5.9765e-04, weak-field width=8.4165e-04
F=1.0: Re E=-2.097779, width=5.5579e-02, weak-field width=1.2327e-01
width ratio exact/weak-field extrapolated to F=0: 0.9997
quadratic Stark coefficient at F=0.1: 0.08225; 21/256 = 0.08203
lifetime at F=1: 783.4 fs
PERPENDICULAR FIELD, hard walls
F=0 (0.0 kV/cm): exciton shift=0.00000, binding=1.0705
   free-pair shift=0.00000, -C M F^2 L^4=-0.00000
   free-pair overlap^2=1.0000, separation=0.0000, relative absorption=1.0000
F=1 (19.0 kV/cm): exciton shift=-0.01218, binding=1.0690
   free-pair shift=-0.01369, -C M F^2 L^4=-0.01372
   free-pair overlap^2=0.9943, separation=0.0273, relative absorption=0.9941
F=5 (95.2 kV/cm): exciton shift=-0.29667, binding=1.0369
   free-pair shift=-0.33027, -C M F^2 L^4=-0.34289
   free-pair overlap^2=0.8762, separation=0.1276, relative absorption=0.8693
F=20 (380.9 kV/cm): exciton shift=-3.81264, binding=0.8449
   free-pair shift=-4.03822, -C M F^2 L^4=-5.48631
   free-pair overlap^2=0.3063, separation=0.3338, relative absorption=0.2528
lower bound on binding for every F: 0.4338
binding change, smaller basis, F=5: 0.00013
at F=5: exciton shift -4.48 meV, binding 15.67 meV
L=1.0: weak-field exciton shift / (-C M F^2 L^4) = 0.8891
L=0.5: weak-field exciton shift / (-C M F^2 L^4) = 0.9726
L=0.25: weak-field exciton shift / (-C M F^2 L^4) = 0.9943
strong field, hole, F=100: energy -26.6189, linear-plus-Airy law -26.6189
FINITE BARRIER of height 15.0, electron alone
F=1.0: W=12.296, exponent=90.90, exact width=3.743e-40, semiclassical=3.754e-40
F=3.0: W=11.377, exponent=26.97, exact width=2.731e-12, semiclassical=2.760e-12
F=5.0: W=10.539, exponent=14.43, exact width=9.311e-07, semiclassical=9.508e-07
electron escape time at F=5: 46.760 ns
finished without a failed check
```
